# Real Long-Wave Phonons Do Not Prove Elastic Stability

**Q.** I have a crystal, free of stress, whose long acoustic waves have real frequencies in every direction. A negative elastic energy would make some wave grow, so I conclude that the crystal is elastically stable. Is anything missing?

**A.** Let us first see what the waves measure. For a homogeneous crystal with no initial stress, the harmonic energy density is $W=\tfrac12C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}$, with repeated indices summed, and the equation of motion is $\rho\ddot u_i=C_{ijkl}\partial_j\partial_l u_k$. Insert a plane wave with polarization $\mathbf p$, unit direction $\mathbf n$ and wavenumber $q$. Two time derivatives give $-\omega^2$ and two space derivatives give $-q^2n_jn_l$, so
$$\rho\omega^2p_i=q^2A_{ik}(\mathbf n)p_k,\qquad A_{ik}(\mathbf n)=C_{ijkl}n_jn_l .$$
All $\omega^2$ are positive when $A(\mathbf n)$ is positive definite for every $\mathbf n$. This condition is called strong ellipticity.

For an isotropic solid, $C_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Contracting with $n_jn_l$ gives
$$A_{ik}=\mu\,\delta_{ik}+(\lambda+\mu)n_in_k .$$
A transverse polarization has eigenvalue $\mu$, and the longitudinal one has $\lambda+2\mu$. Your observation therefore establishes $\mu>0$ and $\lambda+2\mu>0$.

**Q.** Those are the only two elastic constants. What else could a stable solid need?

**A.** A body with free surfaces can take any uniform strain, so it needs $W>0$ for every nonzero symmetric strain. Write $\theta=\mathrm{tr}\,\varepsilon$ and $\varepsilon=\tfrac13\theta\,\mathbf 1+\varepsilon'$, where $\varepsilon'$ has no trace. Since $\varepsilon{:}\varepsilon=\theta^2/3+\varepsilon'{:}\varepsilon'$,
$$W=\tfrac12\lambda\theta^2+\mu\,\varepsilon{:}\varepsilon=\tfrac12K\theta^2+\mu\,\varepsilon'{:}\varepsilon',\qquad K=\lambda+\tfrac23\mu .$$
The two terms can be varied independently, so the free body needs $\mu>0$ and $K>0$. In the same notation $\lambda+2\mu=K+\tfrac43\mu$, and the waves require only $K>-\tfrac43\mu$. In the window
$$-\tfrac43\mu<K<0$$
every long wave has a real frequency, yet a uniform dilation $\varepsilon=e\mathbf 1$, with $\theta=3e$, has energy density $\tfrac92Ke^2<0$.

**Q.** A longitudinal wave compresses and expands the material. Why does it not feel the negative bulk modulus?

**A.** It does feel it, but it also shears the material. The strain of a plane wave is proportional to $s_{ij}=\tfrac12(p_in_j+n_ip_j)$. A vector perpendicular to both $\mathbf p$ and $\mathbf n$ is annihilated by $s$, so one principal strain is zero. Uniform dilation has three equal nonzero principal strains and cannot be of this form.

For the energy we need $\mathrm{tr}\,s=\mathbf p\cdot\mathbf n$ and $s{:}s=\tfrac12[p^2+(\mathbf p\cdot\mathbf n)^2]$. With $p^2=p_\perp^2+(\mathbf p\cdot\mathbf n)^2$,
$$W(s)=\tfrac12\lambda(\mathbf p\cdot\mathbf n)^2+\tfrac12\mu\left[p_\perp^2+2(\mathbf p\cdot\mathbf n)^2\right]=\tfrac12\left[\mu p_\perp^2+(\lambda+2\mu)(\mathbf p\cdot\mathbf n)^2\right].$$
A longitudinal wave stretches one axis and leaves the other two alone. The shear part of that strain contributes the $\tfrac43\mu$ that can outweigh a negative $K$.

**Q.** Then I superpose three longitudinal waves, along $x$, $y$ and $z$. Where their crests meet, the strain is a pure dilation.

**A.** It is, at that point. Take $u_x=(e/q)\sin qx$ and likewise for $y$ and $z$. The strain is diagonal with entries $e\,c_x,e\,c_y,e\,c_z$, where $c_x=\cos qx$ and so on, and
$$W=\tfrac12\lambda e^2(c_x+c_y+c_z)^2+\mu e^2(c_x^2+c_y^2+c_z^2).$$
At the origin this is $\tfrac92Ke^2$, which is negative in the window. Over a period, however, each square averages to $\tfrac12$ and each cross term to zero:
$$\langle W\rangle=\tfrac12\lambda e^2\cdot\tfrac32+\mu e^2\cdot\tfrac32=\tfrac34(\lambda+2\mu)e^2>0 .$$
The gain at the origin is repaid elsewhere in the period.

This holds for any periodic displacement $\mathbf u=\sum_{\mathbf q}\mathbf u_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$ in a box of volume $V$. Integration removes products of different wavevectors and leaves
$$E=\frac V2\sum_{\mathbf q\ne0}q^2\,\mathbf u_{\mathbf q}^{*}\cdot A(\hat{\mathbf q})\,\mathbf u_{\mathbf q}\ge0 .$$
The displacement $\mathbf u=e\mathbf x$ of a uniform dilation is not periodic, so it is absent from this sum. In a crystal calculation, it is a change of the cell, not a phonon of the fixed cell.

**Q.** So is there a situation in which my conclusion is right?

**A.** Yes: a body whose whole surface is held fixed. Continue its displacement by zero into a larger periodic box. The displacement stays continuous, the added region has no energy, and the sum above applies. It vanishes only for constant $\mathbf u$, which the fixed surface makes zero. Strong ellipticity is thus sufficient for a homogeneous clamped body, but not for a free one.

**Q.** For the free body you have shown a negative energy. I would like to see the motion that grows.

**A.** Take a sphere of radius $R$ with radial displacement $u(r)e^{st}$. The radial equation of motion is
$$\rho s^2u=(\lambda+2\mu)\frac{d}{dr}\left(u'+\frac{2u}{r}\right).$$
With $c_L^2=(\lambda+2\mu)/\rho$ and $\kappa=s/c_L$, the solution regular at the centre is the modified spherical Bessel function $i_1(\kappa r)$, where
$$i_1(x)=\frac{x\cosh x-\sinh x}{x^2}=\sum_{m\ge0}\frac{2m+2}{(2m+3)!}\,x^{2m+1}.$$
A free surface carries no traction: $\lambda(u'+2u/r)+2\mu u'=0$ at $r=R$. Multiplying by $R/u$ and setting $x=\kappa R$,
$$F(x)\equiv\frac{x\,i_1'(x)}{i_1(x)}=-\frac{2\lambda}{\lambda+2\mu}.$$

All coefficients of the series are positive, so $F$ is a weighted mean of the exponents $1,3,5,\dots$. Differentiating the weights gives $xF'(x)=\langle p^2\rangle-\langle p\rangle^2>0$, where $p$ is the exponent. Hence $F$ rises from 1 at $x=0$, and it grows without limit because $i_1(x)\approx e^x/(2x)$ at large $x$. There is one root if the right side exceeds 1, and none otherwise. As $\lambda+2\mu>0$, the condition for a root is
$$-2\lambda>\lambda+2\mu\quad\Longleftrightarrow\quad3\lambda+2\mu<0\quad\Longleftrightarrow\quad K<0 .$$
The sphere has a growing radial motion precisely when its bulk modulus is negative.

Close to the threshold, the first two terms of the series give $F\approx1+x^2/5$. The right side minus 1 equals $-3K/(\lambda+2\mu)$, so $x^2\approx-15K/(\lambda+2\mu)$ and
$$s^2=\frac{c_L^2x^2}{R^2}\approx-\frac{15K}{\rho R^2}.$$
The growth becomes slow as $K\to0^-$. At given elastic constants $x$ is fixed, so the growth time is proportional to $R$.

If the surface is held, the radial motion is instead $j_1(\omega r/c_L)$ with $j_1(\omega R/c_L)=0$, and the frequencies are real.

**Q.** Perhaps the continuum is too permissive. Would a lattice with such constants not betray itself by an imaginary frequency at some shorter wavelength?

**A.** Here is one that does not. Put atoms of mass $M$ on a simple cubic lattice of constant $a$, with equal springs $k$ along cube edges and face diagonals. Under uniform strain, the edges contribute $\tfrac12ka^2\sum_\alpha\varepsilon_{\alpha\alpha}^2$ per atom. The two diagonals in the $xy$ plane extend by $(a/\sqrt2)(\varepsilon_{xx}+\varepsilon_{yy}\pm2\varepsilon_{xy})$ and contribute $\tfrac12ka^2[(\varepsilon_{xx}+\varepsilon_{yy})^2+4\varepsilon_{xy}^2]$. Adding the other planes and dividing by $a^3$,
$$W_{\rm springs}=\frac{k}{2a}\left(\theta^2+2\,\varepsilon{:}\varepsilon\right),$$
which is isotropic with $\lambda=\mu=k/a$.

Now add a many-body energy $\tfrac12ga^3\theta^2$ for each cube. Its relative volume change $\theta$ is the sum, over the three axes, of the mean extension of the four parallel edges divided by $a$. Then
$$\mu=\frac ka,\qquad\lambda=\frac ka+g,\qquad K=\frac{5k}{3a}+g .$$

I choose round model values in Hartree atomic units: $k=0.01\,E_h/a_0^2$, $a=5\,a_0$, $g=-0.0036\,E_h/a_0^3$ and $M=50000\,m_e$. In $E_h/a_0^3$, $\mu=0.0020$ and $\lambda=0.0020-0.0036=-0.0016$. Hence $\lambda+2\mu=0.0024$, while $K=0.003333-0.0036=-2.67\times10^{-4}$, or $-7.8$ GPa. The sound speeds are real: 4.9 km/s transverse and 5.4 km/s longitudinal.

For a periodic crystal of $24^3$ cells, I diagonalized the dynamical matrix at all 13823 nonzero wavevectors. Every $\omega^2$ is positive, and the lowest frequency is $1.17\times10^{-4}$ atomic units. For this finite periodic crystal the list is complete.

**Q.** And the same lattice, cut free?

**A.** I assembled the same cube energies into a block of $6^3$ cubes, with 343 atoms and edge $30\,a_0$. Springs on its surface keep only the shares of the cubes present. A dilation with $e=0.01$ deforms all cubes alike and has energy
$$\tfrac92Ke^2V=(-1.2\times10^{-7})(27000)=-3.24\times10^{-3}\,E_h .$$
Numerical diagonalization of the second-derivative matrix gives four negative modes. The lowest has a squared overlap of 0.998 with uniform dilation, so here the leading instability is nearly the one we discussed. That closeness belongs to the small block: for $20^3$ cubes the lowest eigenvalue among modes of full cubic symmetry is $-3.3\times10^{-4}\,E_h/a_0^2$, while the quotient $2E/|\mathbf u|^2$ of uniform dilation is only $-0.9\times10^{-4}\,E_h/a_0^2$. With the surface atoms fixed, the lowest eigenvalue is positive, $8.4\times10^{-3}\,E_h/a_0^2$.

The treatment of the surface matters at this size. If the surface springs keep their full constant $k$, a dilation of a block of $n^3$ cubes costs an extra $(9n^2+\tfrac32n)\,ka^2e^2$. For $n=6$ this is $8.33\times10^{-3}\,E_h$, the dilation energy becomes $+5.1\times10^{-3}\,E_h$, and the block has no negative mode. The extra term grows as $n^2$ and the bulk gain as $n^3$, so larger blocks are unstable anyway. A negative mode is present at $n=14$, and uniform dilation itself lowers the energy from $n=16$ on.

**Q.** Could the free surfaces themselves be responsible, whatever the sign of $K$?

**A.** Not in this model. Average any displacement of one cube's corners over the symmetry operations of the cube. The average keeps $\theta$, and it cannot raise the spring energy, which is a convex function. What remains is a pure breathing of the corners, with energy $\tfrac12Ka^3\theta^2$. Every cube energy is therefore at least $\tfrac12Ka^3\theta^2$, and for $K\ge0$ no block built from such cubes has a negative mode. With $g=-0.0030\,E_h/a_0^3$, for example, $K=+3.3\times10^{-4}\,E_h/a_0^3$. The free block then has six zero modes, the rigid motions, and its next eigenvalue is $+7.6\times10^{-4}\,E_h/a_0^2$.

**Q.** How fast would the unstable solid leave its initial state?

**A.** Take a continuum sphere with the first set of constants and $R=1000\,a_0$. The density is $\rho=M/a^3=400\,m_e/a_0^3$, so $c_L=2.45\times10^{-3}$ atomic units. The traction condition reads $F(x)=0.0032/0.0024=1.333$, with numerical root $x=1.322$. The near-threshold formula would give $x\approx\sqrt{1.67}=1.29$. Then
$$s=\frac{xc_L}{R}=\frac{1.322\times2.45\times10^{-3}}{1000}=3.24\times10^{-6}\ \text{atomic units},$$
and $1/s=3.09\times10^5$ atomic units, or 7.5 ps. This is the radial mode, and it is not the fastest. The displacement $\mathbf u=2z\,\mathbf x-r^2\hat{\mathbf z}+\tfrac15R^2\hat{\mathbf z}$ has strain $2z\,\mathbf 1$, a pure dilation with $\theta=6z$, and zero mean. Averages over the sphere give $\langle\theta^2\rangle=36R^2/5$ and $\langle|\mathbf u|^2\rangle=(\tfrac37-\tfrac1{25})R^4=\tfrac{68}{175}R^4$. The lowest $\omega^2=-s^2$ cannot exceed the quotient $K\langle\theta^2\rangle/\rho\langle|\mathbf u|^2\rangle$, so the fastest mode has $s^2\ge-18.5K/(\rho R^2)$. Here that is $s\ge3.5\times10^{-6}$ atomic units, a growth time of at most 6.9 ps. The harmonic energy is even in $e$, so it does not decide between swelling and shrinking, nor where the motion ends.

**Q.** What should I then compute besides the phonons?

**A.** The eigenvalues of $C$ as a $6\times6$ matrix in an orthonormal basis of symmetric strains. All six must be positive. In a crystal with internal coordinates, $C$ must be computed with those coordinates relaxed at each strain. For example, set $g=0$ and give each cube an internal coordinate $w$ with energy $a^3(c\,\theta w+\tfrac12\beta w^2)$. Minimizing over $w$ returns our model with $g=-c^2/\beta$, whereas holding $w$ fixed gives $K=5k/3a>0$ and hides the instability. For the unstable lattice they are $3K=-8.0\times10^{-4}$ once and $2\mu=4.0\times10^{-3}$ five times, in $E_h/a_0^3$. A relaxation of the cell can also reveal the instability, but it must start from a small strain that contains the unstable direction, here a change of volume. The unstrained state is stationary and exerts no force on the cell, and in the harmonic energy a traceless starting strain simply relaxes back to it.

The phonon test keeps its value in the other direction. If some $\mathbf p\cdot A(\mathbf n)\mathbf p$ is negative, the uniform strain $s$ built from $\mathbf p$ and $\mathbf n$ has $W(s)=\tfrac12\mathbf p\cdot A(\mathbf n)\mathbf p<0$, and the free crystal is unstable. Imaginary long-wave frequencies disprove its stability; real ones leave the strain test still to be done. Under initial stress both tests need modified coefficients, and the inequalities above cannot be carried over unchanged.
